# Quantum capacitance and gate-efficiency loss of a coaxially gated metallic nanotube

## Problem

A long metallic carbon nanotube of the (10,10) armchair type has Fermi velocity $v=8\times10^5$ m/s and radius $R=0.678$ nm. It is wrapped by 5.0 nm of a silica-like oxide with relative permittivity $\kappa=3.9$, and a metal gate surrounds the oxide, so the gate radius is $R_g=5.678$ nm. The tube is grounded through its contacts, and the temperature is 300 K.

(a) Find the quantum capacitance per length of the tube.

(b) Find the coaxial oxide capacitance per length, and show how the two combine.

(c) Call the gate fully efficient if it induces the charge $C_{ox}V_g$ that it would induce on an ideal metal wire of the same radius. By what fraction does the real charge fall short?

(d) Decide how far the answer can be trusted at $V_g=1$ V, and what changes with a hafnia-like oxide, $\kappa=16$.

## Solution

### Conventions

The gate voltage $V_g$ is measured from the value at which the tube is neutral, so any work-function difference is already absorbed in it. A positive $V_g$ draws electrons onto the tube. I write $\lambda>0$ for the magnitude of the electron charge per length and $\mu$ for the height of the Fermi level above the band crossing. The response is static, and the oxide has no traps.

### (a) Quantum capacitance

Near a crossing the energy is $E=\pm\hbar v q$, where $q$ is the wave number along the tube measured from the crossing. In a tube of length $\ell$ the allowed values of $q$ are spaced by $2\pi/\ell$, so there are $dq/2\pi$ states per length in $dq$. Since $|dE|=\hbar v\,dq$, one branch contributes

$$\frac{1}{2\pi\hbar v}=\frac{1}{hv}$$

states per energy and length. There are two crossings (valleys), two directions of motion at each, and two spins, which makes eight branches:

$$D=\frac{8}{hv}.$$

At temperature $T$, let $f(E)=1/(e^{E/k_BT}+1)$. Raising the Fermi level from the crossing to $\mu$ adds the charge

$$\lambda=eD\int_{-\infty}^{\infty}\left[f(E-\mu)-f(E)\right]dE .$$

The integral vanishes at $\mu=0$. Its derivative with respect to $\mu$ is

$$\int_{-\infty}^{\infty}\left[-f'(E-\mu)\right]dE=f(-\infty)-f(\infty)=1 ,$$

so the integral equals $\mu$ at any temperature. Hence $\lambda=eD\mu$. The voltage equivalent of the filling is $\mu/e$, and the quantum capacitance is the charge per unit of that voltage:

$$C_Q=\frac{d\lambda}{d(\mu/e)}=e^2D=\frac{8e^2}{hv}=\frac{4e^2}{\pi\hbar v}.$$

Within the linear-band model it depends on neither temperature nor filling. With $e^2/h=3.874\times10^{-5}$ S,

$$C_Q=\frac{8\times3.874\times10^{-5}}{8\times10^5}=3.874\times10^{-10}\ \text{F/m}=387\ \text{aF/µm}.$$

The bands of a real tube are not straight lines. As a test, the nearest-neighbour tight-binding Hamiltonian of the (10,10) tube was diagonalized, with the hopping (2.472 eV) chosen to give the same $v$. The derivative of its thermally filled charge at neutrality is 387.45 aF/µm at 300 K and 387.41 aF/µm at 77 K, in agreement with the formula.

### (b) Oxide capacitance and the series law

By Gauss's law the field in the oxide has magnitude $\lambda/(2\pi\varepsilon_0\kappa r)$ at distance $r$ from the axis. It points inward, from the positive gate to the electrons on the tube, so the gate lies at the higher potential by

$$V_{ox}=\int_R^{R_g}\frac{\lambda\,dr}{2\pi\varepsilon_0\kappa r}=\frac{\lambda}{2\pi\varepsilon_0\kappa}\ln\frac{R_g}{R}.$$

Therefore

$$C_{ox}=\frac{\lambda}{V_{ox}}=\frac{2\pi\varepsilon_0\kappa}{\ln(R_g/R)}.$$

With $\ln(R_g/R)=2.125$ this gives

$$C_{ox}=\frac{2\pi\times8.854\times10^{-12}\times3.9}{2.125}=1.021\times10^{-10}\ \text{F/m}=102.1\ \text{aF/µm}.$$

A finite-difference solution of the radial Poisson equation gives the same 102.1 aF/µm.

The gate voltage does two jobs. The contacts hold the Fermi level of the tube fixed, so to fill the bands up to $\mu$ the band crossing must move down by $\mu$. This requires the electrostatic potential of the tube to rise by $\mu/e$. The rest of the voltage drops across the oxide:

$$V_g=\frac{\mu}{e}+V_{ox}=\frac{\lambda}{C_Q}+\frac{\lambda}{C_{ox}}.$$

The same charge $\lambda$ appears in both terms, which is the rule for capacitors in series:

$$C=\frac{\lambda}{V_g}=\frac{C_{ox}C_Q}{C_{ox}+C_Q}=\frac{102.1\times387.4}{489.5}=80.8\ \text{aF/µm}.$$

### (c) Loss of gate efficiency

The charge efficiency is $\lambda/(C_{ox}V_g)=C/C_{ox}=C_Q/(C_{ox}+C_Q)$. The loss is its complement:

$$L=1-\frac{C_Q}{C_{ox}+C_Q}=\frac{C_{ox}}{C_{ox}+C_Q}=\frac{102.1}{489.5}=0.209 .$$

**The gate induces about 21 % less charge than it would on an ideal metal wire.**

At $V_g=1$ V the line charge is $80.8\times10^{-12}$ C/m, or 0.504 electrons per nm. The voltage balance also gives the band shift. From $\mu/e=\lambda/C_Q$ and $\lambda=CV_g$,

$$\frac{\mu}{eV_g}=\frac{C}{C_Q}=\frac{C_{ox}}{C_{ox}+C_Q}=L ,$$

so $\mu=0.209$ eV. As a consistency check, $D\mu=2.418\ \text{(eV nm)}^{-1}\times0.2086\ \text{eV}=0.504$ electrons per nm.

This identity shows why "gate efficiency" needs a definition. The voltage that is lost for charging is the voltage that moves the bands. If efficiency meant band movement per gate volt, $L$ would be the efficiency and not the loss.

That second meaning suits a Schottky-barrier transistor with a semiconducting tube, where the gate must move the band edges relative to the contacts. If $C_Q$ depends on filling, differentiating the voltage balance gives

$$\frac{d\mu}{d(eV_g)}=\frac{C_{ox}}{C_{ox}+C_Q(\mu)} .$$

When the Fermi level lies in a gap, many $k_BT$ (about ten at 300 K for this oxide) from both band edges, $C_Q$ is small and the bands follow the gate almost one to one, provided the tube is long and trap-free as assumed here. The armchair tube of this example, which has no gap in the band model used here, keeps its full $C_Q$ at neutrality. Its bands move by about a fifth of the gate voltage, and the model offers no gap in which to switch it off.

Two limits frame the result. For $C_{ox}\ll C_Q$, $L\approx C_{ox}/C_Q\to0$ and the tube charges like an ideal wire. A thicker oxide approaches this limit only slowly, because $C_{ox}$ falls as $1/\ln(R_g/R)$: with $\kappa=3.9$, even 1 µm of oxide leaves a loss of about 7 %. For $C_{ox}\gg C_Q$, $L\to1$ and $C\to C_Q$: a stronger gate dielectric then adds hardly any charge. This second limit also needs $\mu\approx eV_g$ to stay below the next subband. It is a formal limit for this tube if a thin vacuum layer separates carbon and oxide, as considered in (d): a layer of 0.15 nm keeps $C_{ox}$ below $2\pi\varepsilon_0/\ln(1+0.15/0.678)\approx278.4$ aF/µm, which is less than $C_Q$, however large $\kappa$ is.

### (d) Range of validity and the stronger gate

**Higher subbands and band curvature.** The next subbands have transverse wave number $1/R$ measured from the crossing, so they begin near $\hbar v/R=0.776$ eV. The tight-binding bands give 0.764 eV. The linear formula would bring the Fermi level to that edge at $V_g=0.764/0.2086=3.66$ V. At 300 K the next subbands begin to fill before that and take up extra charge, so with the tight-binding charge the edge is reached only near 4.5 V. Both values are well above 1 V. Solving the voltage balance at 1 V with the full tight-binding charge gives $L=20.84$ %, against 20.86 % from the formula, so linear bands are an excellent approximation here.

**Oxide field.** The field is largest at the tube surface. With $V_{ox}=(1-L)V_g=0.791$ V,

$$F(R)=\frac{V_{ox}}{R\ln(R_g/R)}=\frac{0.791\ \text{V}}{0.678\ \text{nm}\times2.125}=0.549\ \text{V/nm}=5.5\ \text{MV/cm}.$$

If breakdown is put at a rough 10 MV/cm, the limit is reached near 1.8 V, before the next subband fills. Direct tunnelling through the silica-like oxide (a hafnia-like oxide, with its lower barrier, would transmit far more) is negligible at 1 V: for a rough barrier of 3.8 eV and mass $0.4\,m_e$, the transmission is of order $e^{-57}$. Leakage through defects is not covered by that estimate.

**Space between carbon and oxide.** The model lets the oxide touch the charge on the tube. An oxide that does not bond to the carbon leaves a thin region of low permittivity. Represent it by a vacuum layer of thickness $g$, keeping $R_g$ fixed. The two voltage drops add, so

$$C_{ox}=\frac{2\pi\varepsilon_0}{\ln\dfrac{R+g}{R}+\dfrac1\kappa\ln\dfrac{R_g}{R+g}} .$$

The first logarithm is not divided by $\kappa$, so even a thin gap matters, and it matters more when $\kappa$ is large:

| $g$ (nm) | $C_{ox}$, $\kappa=3.9$ (aF/µm) | $L$ | $C_{ox}$, $\kappa=16$ (aF/µm) | $L$ |
|---|---|---|---|---|
| 0 | 102.1 | 20.9 % | 418.9 | 52.0 % |
| 0.15 | 80.2 | 17.2 % | 173.8 | 31.0 % |
| 0.30 | 68.1 | 14.9 % | 116.8 | 23.2 % |

The smaller loss is no gain. For $\kappa=3.9$ and $g=0.30$ nm the series capacitance is $68.1\times(1-0.149)=58$ aF/µm, down from 80.8. The loss is a smaller share of a smaller ideal charge.

**The hafnia-like oxide.** Without a gap, raising $\kappa$ from 3.9 to 16 at the same thickness multiplies $C_{ox}$ by 4.1. The total capacitance becomes $418.9\times(1-0.520)=201$ aF/µm, which is 2.5 times the silica value. The quantum capacitance absorbs the rest of the expected gain. At $V_g=1$ V the Fermi level then lies 0.52 eV above the crossing, still below the next subband, and the oxide field at the tube is about 3.3 MV/cm. That is lower than in silica, but hafnia-like oxides also break down at lower fields: with a rough limit of 4 MV/cm, the gate voltage can go only to about 1.2 V. These values hold without a vacuum layer. With the layers of the table, going from $\kappa=3.9$ to 16 raises the series capacitance only by a factor of about 1.8 for $g=0.15$ nm and 1.55 for $g=0.30$ nm.

**Metallic tubes with a small gap.** Metallic tubes that are not armchair can have a small gap $2\Delta$ caused by curvature, with $E=\pm\sqrt{x^2+\Delta^2}$ and $x=\hbar vq$. The states remain evenly spaced in $x$, and a small shift of the Fermi level changes the occupation of each in proportion to $-f'(E)$. Since $f'$ is even in $E$, the quantum capacitance at neutrality, relative to the gapless value, is

$$\frac{C_Q(\Delta)}{C_Q(0)}=2\int_0^\infty\left[-f'\!\left(\sqrt{x^2+\Delta^2}\right)\right]dx .$$

For an assumed gap of 20 meV this ratio is 0.97 at 300 K but 0.64 at 77 K. The independence of temperature found in (a) therefore fails near neutrality once $k_BT$ is no longer large compared with $\Delta$.

**Remaining assumptions.** The permittivity 16 is a rough figure for hafnia. The assumption that the oxide touches the carbon matters noticeably: the trial gaps above lower the loss from 21 % to about 15–17 % for silica, and from 52 % to about 23–31 % for hafnia. Exchange and correlation between electrons are not calculated; at most, part of their effect is contained in the chosen value of $v$. A $v$ larger by 10 % would raise the silica result to 22.5 %. Finite length matters little for a 1 µm tube at 300 K, whose level spacing within each crossing band, $hv/2\ell=1.65$ meV for closed ends, is far below $k_BT=25.9$ meV. Oxide traps would add charge that this model does not count. The main values are in the numerical output below.

## Numbers as computed

```
band speed v = 8.0e+05 m/s
tube indices = (10,10), lattice constant = 0.246 nm
tube radius R = 0.678 nm
oxide thickness = 5.0 nm, gate radius = 5.678 nm
relative permittivity = 3.9
temperature = 300 K, kT = 25.85 meV
gate voltage = 1.0 V
hbar v = 0.5266 eV nm, hopping = 2.472 eV
e^2/h = 3.8740e-05 S
density of states 8/(hv) = 2.418 1/(eV nm)
C_Q formula = 3.8740e-10 F/m = 387.4 aF/um
C_Q lattice, 300 K = 387.45 aF/um
C_Q lattice, 77 K = 387.41 aF/um
ln(R_gate/R) = 2.1250
C_ox formula = 102.10 aF/um
C_ox Poisson = 102.10 aF/um
series C = 80.80 aF/um
charge efficiency C/C_ox = 79.14 %
gate-efficiency loss = 20.86 %
band shift at gate voltage, formula = 0.2086 eV
band shift at gate voltage, lattice = 0.2084 eV
loss at gate voltage, lattice = 20.84 %
line charge = 0.504 electrons/nm
silica-like k=3.9, vacuum gap 0.00 nm: C_ox = 102.1 aF/um, loss = 20.9 %
silica-like k=3.9, vacuum gap 0.15 nm: C_ox = 80.2 aF/um, loss = 17.2 %
silica-like k=3.9, vacuum gap 0.30 nm: C_ox = 68.1 aF/um, loss = 14.9 %
hafnia-like k=16.0, vacuum gap 0.00 nm: C_ox = 418.9 aF/um, loss = 52.0 %
hafnia-like k=16.0, vacuum gap 0.15 nm: C_ox = 173.8 aF/um, loss = 31.0 %
hafnia-like k=16.0, vacuum gap 0.30 nm: C_ox = 116.8 aF/um, loss = 23.2 %
loss with v 10 % larger = 22.47 %
next subband edge, lattice = 0.764 eV
next subband edge, hbar v/R = 0.776 eV
gate voltage to reach that edge = 3.66 V
oxide field at tube = 5.49 MV/cm
rough breakdown field = 10 MV/cm
gate voltage at that field = 1.82 V
tunnel barrier = 3.8 eV, mass = 0.4 m_e (rough)
assumed attempt rate = 1e+15 1/s
tunnelling exponent = 56.7
tunnelling leakage estimate = 2e-26 A/um
assumed curvature gap = 20 meV
C_Q ratio at neutrality with this gap, 300 K = 0.969
C_Q ratio at neutrality with this gap, 77 K = 0.640
level spacing of a 1 um tube = 1.65 meV
```
